# Covalent weight and diradical character of a Hubbard-dimer imide pi bond

**Q.** You want to describe a metal–imide pi bond, M=N–R, by two sites and two electrons. What is kept, and what does "diradical weight" mean?

**A.** One metal d-pi orbital $a$ and one nitrogen p-pi orbital $b$ are kept, taken as orthonormal and localized. They hold two electrons. In the symmetric model both site energies are equal and set to zero, and both sites have the same repulsion $U\ge 0$:

$$H=-t\sum_{s}(a_s^\dagger b_s+b_s^\dagger a_s)+U(n_{a\uparrow}n_{a\downarrow}+n_{b\uparrow}n_{b\downarrow}),$$

with real hopping $t\neq0$ and spin $s=\uparrow,\downarrow$. By diradical weight I mean the probability $w$ that the ground-state singlet has one electron on each site. "Covalent weight" is the safer name, because a closed-shell bond also has such a component. The value of $w$ refers to the chosen localized orbitals.

**Q.** Two electrons in four spin orbitals give six states. Why should a single number describe the ground state?

**A.** Spin and exchange of the two sites separate them. Three states form a triplet with one electron per site. The other three are singlets, built from

$$|C\rangle=\tfrac{1}{\sqrt2}(a_\uparrow^\dagger b_\downarrow^\dagger-a_\downarrow^\dagger b_\uparrow^\dagger)|0\rangle,\quad |A\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|0\rangle,\quad |B\rangle=b_\uparrow^\dagger b_\downarrow^\dagger|0\rangle .$$

The ionic states combine into $|I_\pm\rangle=(|A\rangle\pm|B\rangle)/\sqrt2$.

Let $T=\sum_s(a_s^\dagger b_s+b_s^\dagger a_s)$. Acting on a product of creation operators, $T$ replaces one operator at a time by its partner on the other site. Hence

$$T|A\rangle=(b_\uparrow^\dagger a_\downarrow^\dagger+a_\uparrow^\dagger b_\downarrow^\dagger)|0\rangle .$$

Interchanging two creation operators changes the sign, so $b_\uparrow^\dagger a_\downarrow^\dagger=-a_\downarrow^\dagger b_\uparrow^\dagger$, and therefore $T|A\rangle=\sqrt2|C\rangle$. The same replacement in $|B\rangle$ gives

$$T|B\rangle=(a_\uparrow^\dagger b_\downarrow^\dagger+b_\uparrow^\dagger a_\downarrow^\dagger)|0\rangle=\sqrt2|C\rangle .$$

Adding and subtracting,

$$T|I_+\rangle=\frac{\sqrt2+\sqrt2}{\sqrt2}|C\rangle=2|C\rangle,\qquad T|I_-\rangle=0 .$$

Since $T$ is Hermitian and conserves spin, $T|C\rangle=2|I_+\rangle$. The odd ionic state $|I_-\rangle$ is thus an eigenstate at energy $U$, and the ground state can mix $|C\rangle$ with $|I_+\rangle$ alone.

**Q.** Could the triplet lie lower?

**A.** For the triplet component $a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle$, a hop would put two equal spins in one orbital, which gives zero. There is no double occupancy either, so its energy is zero. Spin symmetry gives the other two components the same energy.

The remaining singlet problem, in the order $|C\rangle,|I_+\rangle$, is

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix}.$$

Its determinant condition is $(-E)(U-E)-4t^2=0$, or $E^2-UE-4t^2=0$. Therefore

$$E_\mp=\tfrac12(U\mp R),\qquad R=\sqrt{U^2+16t^2}.$$

Because $R>U$, we have $E_-<0$. The singlet lies below the triplet at zero and below $|I_-\rangle$ at $U$.

**Q.** Energies are not weights. How does the probability follow?

**A.** Write the lower state as $\alpha|C\rangle+\beta|I_+\rangle$. The first row of the matrix gives $-2t\beta=E_-\alpha$, hence $\beta=-E_-\alpha/(2t)$. Normalization then gives

$$w=\alpha^2=\frac{1}{1+E_-^2/(4t^2)}=\frac{4t^2}{4t^2+E_-^2}.$$

The product of the two roots is $E_-E_+=-4t^2$. Replacing $4t^2$ by $-E_-E_+$ and cancelling the nonzero factor $-E_-$,

$$w=\frac{E_+}{E_+-E_-}=\frac{(U+R)/2}{R}=\frac12\left(1+\frac{U}{R}\right).$$

With $u=U/|t|$ this becomes

$$w=\frac12\left(1+\frac{u}{\sqrt{u^2+16}}\right).$$

There is a second route. By the Hellmann–Feynman relation, $dE_-/dU$ is the expectation value of the operator multiplying $U$. That operator is one in either ionic configuration and zero in $|C\rangle$, so

$$1-w=\frac{dE_-}{dU}=\frac12\left(1-\frac{U}{R}\right),$$

which agrees. A diagonalization built directly from fermion operators, for $t=1.0,-0.7,2.3$ and six values of $u$ from 0 to 50, differs from the formula for $w$ by at most $1.0\times10^{-15}$.

**Q.** Does the weight rise throughout, and does it ever become one?

**A.** Differentiate, using the product rule on $u(u^2+16)^{-1/2}$:

$$\frac{dw}{du}=\frac12\left[\frac{1}{(u^2+16)^{1/2}}-\frac{u^2}{(u^2+16)^{3/2}}\right]=\frac{8}{(u^2+16)^{3/2}}>0 .$$

The rise is strict. At $u=0$ the weight is one half. At every finite $u$, $u<\sqrt{u^2+16}$, so $w<1$; one is a limit.

For small $u$, $\sqrt{u^2+16}\approx4$, giving $w\approx\tfrac12+u/8$. For large $u$,

$$\frac{u}{\sqrt{u^2+16}}=\left(1+\frac{16}{u^2}\right)^{-1/2}\approx1-\frac{8}{u^2},\qquad w\approx1-\frac4{u^2}.$$

The formula can also be inverted. From $2w-1=u/\sqrt{u^2+16}$, squaring and collecting $u^2$ gives $u^2[1-(2w-1)^2]=16(2w-1)^2$. The bracket equals $4w(1-w)$. Taking the positive root, since $u\ge0$ and $w\ge\tfrac12$,

$$u=\frac{2(2w-1)}{\sqrt{w(1-w)}} .$$

**Q.** I object to the starting value. At $U=0$ this is an ordinary doubly occupied bonding orbital. How can it be half a diradical?

**A.** It is not. Without repulsion each electron is on either site with probability one half, independently of the other. The chance of finding one on each site is then $\tfrac12$. This is a statement about charge, and it does not signal unpaired electrons.

For equal sites, a measure that vanishes for a closed-shell bond is the occupation $y$ of the antibonding orbital. Take $t>0$, so that $g=(a+b)/\sqrt2$ is bonding and $x=(a-b)/\sqrt2$ is antibonding. Expanding the doubly occupied states,

$$g_\uparrow^\dagger g_\downarrow^\dagger|0\rangle=\frac{|I_+\rangle+|C\rangle}{\sqrt2},\qquad x_\uparrow^\dagger x_\downarrow^\dagger|0\rangle=\frac{|I_+\rangle-|C\rangle}{\sqrt2}.$$

The ground state has amplitude $(\beta-\alpha)/\sqrt2$ on the second state, which contains two antibonding electrons. Hence

$$y=2\,\frac{(\beta-\alpha)^2}{2}=1-2\alpha\beta .$$

For $t>0$ the relation $\beta=-E_-\alpha/(2t)$ makes $\alpha$ and $\beta$ equal in sign, so $\alpha\beta=\sqrt{w(1-w)}$. Using $4w(1-w)=1-(2w-1)^2=16/(u^2+16)$,

$$y=1-\frac{4}{\sqrt{u^2+16}} .$$

For $t<0$ the names bonding and antibonding are exchanged, and $y$ is the same function of $u$. The two measures obey

$$(2w-1)^2+(1-y)^2=\frac{u^2+16}{u^2+16}=1 .$$

They start differently: $w-\tfrac12\approx u/8$ is linear, whereas $y\approx u^2/32$ is quadratic. They also end differently, with $1-w\approx4/u^2$ but $1-y\approx4/u$. At $u=8$ the values are $w=0.947$ and $y=0.553$. A covalent weight near one can therefore coexist with a considerable remaining bond.

**Q.** Does $w$ correspond to anything besides a projection onto a chosen state?

**A.** It fixes local charge and spin correlations. The ionic probability is shared equally by the two sites, so each is doubly occupied with probability $(1-w)/2$. A site carries spin one half when singly occupied and spin zero when empty or doubly occupied. In units of $\hbar^2$,

$$\langle\mathbf S_a^2\rangle=\tfrac12\left(\tfrac12+1\right)w=\tfrac34w .$$

The total spin vanishes, so $0=\langle(\mathbf S_a+\mathbf S_b)^2\rangle=\tfrac32w+2\langle\mathbf S_a\cdot\mathbf S_b\rangle$, and $\langle\mathbf S_a\cdot\mathbf S_b\rangle=-\tfrac34w$. At $u=0$ the local value is already $\tfrac38$, from charge fluctuations of independent electrons. For equal sites, it is the increase above this value that marks correlation; a polar bond has a lower uncorrelated value.

**Q.** Electrons on neighbouring atoms also repel each other. Have you left out an energy comparable with $U$?

**A.** In a short bond it must be included. Add $Vn_an_b$. It raises $|C\rangle$ and the triplet by $V$ and leaves the ionic states alone. The cost of making an ionic state becomes $U-V$.

Direct exchange $K$ between the sites adds

$$K\sum_{s,r}a_s^\dagger b_r^\dagger a_r b_s+K(a_\uparrow^\dagger a_\downarrow^\dagger b_\downarrow b_\uparrow+\text{h.c.}).$$

The first term interchanges the two spins. For equal spins, $a_\uparrow b_\uparrow a_\uparrow^\dagger b_\uparrow^\dagger|0\rangle=-|0\rangle$, so the triplet shifts by $-K$. For opposite spins the same minus sign turns $a_\uparrow^\dagger b_\downarrow^\dagger|0\rangle$ into $-a_\downarrow^\dagger b_\uparrow^\dagger|0\rangle$, and vice versa. The combination $|C\rangle$ therefore returns to itself with energy $+K$. The pair term exchanges $|A\rangle$ and $|B\rangle$, giving $+K$ for $|I_+\rangle$ and $-K$ for $|I_-\rangle$. The coupled singlet matrix is

$$\begin{pmatrix}V+K&-2t\\-2t&U+K\end{pmatrix}=(V+K)\mathbf 1+\begin{pmatrix}0&-2t\\-2t&U-V\end{pmatrix}.$$

A multiple of the identity does not change eigenvectors. In the symmetric model the formula for $w$ survives with $u=(U-V)/|t|$, and $K$ drops out of it. The exchange does enter the gap from this singlet to the triplet:

$$\Delta_{ST}=(V-K)-[V+K+E_-(U-V)]=-E_-(U-V)-2K .$$

If $2K$ exceeds $-E_-(U-V)$, the triplet falls below this singlet. The formula then describes a singlet that is no longer the ground state. For negative $U-V$ the algebra still holds, but $w$ is below one half. There the odd state $|I_-\rangle$, at energy $U-K$, must also be watched: it falls below this singlet if $2K$ exceeds $E_+(U-V)$.

**Q.** Put in numbers for an imide.

**A.** Consider one W–N pi bond of a tert-butylimido tungsten precursor, with round inputs chosen for illustration: $t=2$ eV, $U=10$ eV, $V=6$ eV and $K=0.2$ eV. They are neither measured nor fitted. The effective repulsion is $10-6=4$ eV, so $u=4/2=2$. Then

$$E_-=\tfrac12\left(4-\sqrt{4^2+16\cdot2^2}\right)\text{ eV}=-2.472\text{ eV},$$

$$w=\tfrac12\left(1+\frac{2}{\sqrt{20}}\right)=0.724,\qquad y=1-\frac4{\sqrt{20}}=0.106 .$$

The ionic weight is 0.276, or 0.138 for double occupancy of each site. The spin correlation is $-0.75\times0.7236=-0.543\,\hbar^2$. The triplet gap is $2.472-2(0.2)=2.07$ eV. This is still mainly a closed-shell pi bond, although its covalent weight is almost three quarters.

**Q.** Stretching the bond should make it more diradical. Does the model say so?

**A.** For equal sites it does, if stretching reduces $|t|$ while $U-V$ stays fixed and positive, because $u$ then increases. With the other inputs held fixed, lowering $t$ from 2.0 to 1.8 eV raises $w$ from 0.724 to 0.743; raising $t$ to 2.2 eV lowers it to 0.707. A real stretch also changes $V$, and that change is not included here.

At $u=4$, which would follow from halving $t$ at fixed $U-V$, the values are $w=0.854$ and $y=0.293$. Even then the antibonding occupation is well below one.

**Q.** Nitrogen and tungsten are not equivalent atoms. Does symmetry not fail at the outset?

**A.** It does, and this is the assumption a real imide most plainly breaks. Give the sites energies $+\delta/2$ and $-\delta/2$, with nitrogen lower. The energies of $|A\rangle$ and $|B\rangle$ become $U+\delta$ and $U-\delta$, so $|I_+\rangle$ and $|I_-\rangle$ are coupled by

$$\langle I_+|H|I_-\rangle=\tfrac12[(U+\delta)-(U-\delta)]=\delta .$$

Unequal repulsions $U\pm d$ replace $\delta$ by $\delta+d$ in the singlet problem, so both kinds of asymmetry act through one parameter. A compact nitrogen 2p orbital has a larger repulsion than a tungsten 5d orbital, so $d$ is negative and offsets $\delta$. The single-bond offsets quoted below as "nitrogen lower by" should be read as the combined value $\delta+d$.

The direction of the change can be shown for $K=0$. Let $U_e=U-V\ge0$, measure energy from $V$, and set $p=U_e-E$. The two ionic rows of the eigenvalue equation give amplitudes, relative to that of $|C\rangle$,

$$A=\frac{\sqrt2t}{p+\delta},\qquad B=\frac{\sqrt2t}{p-\delta}.$$

The ground energy lies below both ionic diagonal energies, so $p>|\delta|$. The covalent row, $E=-\sqrt2t(A+B)$, gives

$$p-U_e=\frac{4t^2p}{p^2-\delta^2}.$$

The ratio of ionic to covalent weight is $r=A^2+B^2$, or

$$r=\frac{4t^2(p^2+\delta^2)}{(p^2-\delta^2)^2}=\left(1-\frac{U_e}{p}\right)\frac{p^2+\delta^2}{p^2-\delta^2}.$$

For $\delta>0$, $B^2>A^2$, and Hellmann–Feynman gives $dE/d\delta=(A^2-B^2)/(1+r)<0$. Thus $p$ grows with $\delta$, and the first factor of $r$ does not decrease. The covalent row also reads $p^2-\delta^2=4t^2/(1-U_e/p)$, which does not increase as $p$ grows. Hence $\delta^2/p^2=1-(p^2-\delta^2)/p^2$ increases, and so does the second factor. So $r$ rises, and $w=1/(1+r)$ falls as polarity grows.

**Q.** How far does that move your number?

**A.** With nitrogen lower by 1 eV, $w$ is 0.711; with 3 eV it is 0.611, and nitrogen then holds 1.30 of the two pi electrons. These values keep $K=0.2$ eV. With polarity present, $K$ no longer drops out, because it shifts $|I_-\rangle$ and $|I_+\rangle$ oppositely. Polarity can also reverse the effect of stretching: if nitrogen is lower by more than about $U-V-K=3.8$ eV, reducing $|t|$ toward zero at fixed other inputs leaves both electrons of the lowest singlet almost entirely on nitrogen, and $w$ goes to zero. The pair term in $K$ keeps a probability below 0.1% of finding both on the metal. Up to about $U-V+K=4.2$ eV, the triplet lies below this singlet at small $|t|$, so there the singlet is not the ground state.

**Q.** An imide can have two pi bonds to the same metal. Why should they ignore each other?

**A.** They need not. I add an identical, perpendicular pi bond, with Hund exchange $J=0.5$ eV and inter-orbital repulsion $U-2J=9$ eV on each atom. The intersite repulsion remains 6 eV, but intersite exchange is set to zero. For equal site energies, one bond has one electron per site with probability 0.679. Its singlet-coupled part is 0.670, since Hund exchange with the second bond admixes a small local triplet part. The single-bond value was 0.724.

A likely reason is that opposite charge transfers in the two bonds help each other. Leave out exchange and count on-site pairs after subtracting $V$: 4 eV in the same orbital and 3 eV in different orbitals. Two covalent bonds cost $2\times3=6$ eV. Two oppositely directed ionic bonds cost $2\times4=8$ eV, only 2 eV more, whereas independent bonds would require $2\times4=8$ eV more. Removing the exchange $J$ while keeping the inter-orbital repulsion at 9 eV gives a weight of 0.664. The repulsion therefore causes the drop from 0.724, and the exchange partly offsets it. When the inter-orbital repulsion is set to $V$ and $J$ to zero, the bonds decouple and the single-bond weight of 0.724 returns.

With nitrogen also lower by 3 eV, the probability is 0.637 and its singlet part 0.630. That lies above the polar single-bond value of 0.611, so the two corrections do not simply add. The single-bond value includes $K$; without it that value is 0.619, which leaves the conclusion unchanged.

**Q.** What may I then say about the real precursor, including at its temperature of use?

**A.** Taking 600 K as a rough deposition temperature, $k_BT=0.052$ eV. With $\Delta_{ST}=2.07$ eV and three triplet components, the thermal triplet population

$$P_T=\frac{3e^{-\Delta_{ST}/k_BT}}{1+3e^{-\Delta_{ST}/k_BT}}$$

is about $10^{-17}$. Within the symmetric single-bond model, heating at fixed geometry does not populate the triplet appreciably. The gap, and hence this population, follows from the illustrative inputs and is not a value for the precursor; triplets that use other empty metal d orbitals lie outside the model. It says nothing about bond breaking or surface reactions.

For the bond itself, the symmetric estimate $w\approx0.72$ should be read beside the range 0.61–0.71 found for the chosen polarities and the second pi bond. That range is a set of model cases, not an error bound. A stronger polarity would put $w$ below it: with nitrogen lower by 6 eV, the single-bond model gives 0.355 and the two-bond model 0.533 for one electron per site (0.530 for its singlet part). The sigma bond, the other ligands, density-dependent hopping, spin–orbit coupling and changes of orbital shape are still missing. The symmetric formula shows how repulsion suppresses charge fluctuations; a prediction for a particular tungsten imide would need its polarity and both pi bonds. The values for other ratios $u$ are in the numerical output below.

## Computed results

```
Hopping t = 2.00 eV
On-site repulsion U = 10.00 eV
Intersite repulsion V = 6.00 eV
Direct exchange K = 0.20 eV
Effective repulsion U-V = 4.00 eV
Ratio (U-V)/t = 2.000 (no unit)
Lower singlet, U-V only = -2.4721 eV
Upper singlet, U-V only = 6.4721 eV
Covalent weight w = 0.7236 (no unit)
Ionic weight 1-w = 0.2764 (no unit)
Diradical character y = 0.1056 (no unit)
Double occupancy per site = 0.1382 (no unit)
Local spin <Sa^2> = 0.5427 hbar^2
Spin correlation <Sa.Sb> = -0.5427 hbar^2
Triplet gap with K = 2.0721 eV
Largest error of w formula = 1.0e-15 (no unit)
(w-1/2)/u at u=0.01: 0.125000 (no unit)
(1-w)*u^2 at u=200: 3.99880 (no unit)
Table from diagonalization: u, w, y (no unit)
u= 0  w=0.5000  y=0.0000
u= 1  w=0.6213  y=0.0299
u= 2  w=0.7236  y=0.1056
u= 4  w=0.8536  y=0.2929
u= 8  w=0.9472  y=0.5528
u=16  w=0.9851  y=0.7575
u=32  w=0.9961  y=0.8760
Neglected effects for the example
N lower by 1.0 eV: w=0.7108 (no unit), N pi electrons=1.0921
N lower by 3.0 eV: w=0.6106 (no unit), N pi electrons=1.2963
Hopping 1.80 eV: w=0.7428 (no unit)
Hopping 2.20 eV: w=0.7069 (no unit)
Temperature = 600 K
Thermal energy kT = 0.0517 eV
Thermal triplet population = 1.18e-17 (no unit)
Hund exchange J = 0.50 eV
Inter-orbital repulsion U-2J = 9.00 eV
Two pi bonds, N lower by 0.0 eV (weights, no unit):
  one electron per site in one bond = 0.6791
  its singlet-coupled part = 0.6699
Two pi bonds, N lower by 3.0 eV (weights, no unit):
  one electron per site in one bond = 0.6369
  its singlet-coupled part = 0.6303
```
